# Photon Heat Between Two Resistors in a Capacitive Loop, part 1

(Sections cited here and not found follow in the second part.)

## 1. The circuit, its heat flow and the low-temperature law

A thermal model of a millikelvin circuit needs a rule for the photon heat between two resistors. If a capacitor lies in series in the connecting loop, the choice is between a power proportional to $T_1^2-T_2^2$, a power proportional to $T_1^4-T_2^4$, and a numerical integral that covers both. The choice matters: in the circuit worked out in Section 2, the quadratic rule gives about 135 times the heat flow of the full formula. The number that decides is

$$\theta=\frac{kT_1(R_1+R_2)C}{\hbar},$$

where $T_1$ is the higher temperature. The quartic rule needs $\theta$ of at most a few hundredths. The quadratic rule needs $\theta$ far above one, and also thermal frequencies low enough that lead inductance and stray capacitance do not matter.

### Model and conventions

Resistor $R_1$ at temperature $T_1$, resistor $R_2$ at $T_2<T_1$ and a capacitance $C$ are joined in series in one closed loop. The model assumes the following.

- The resistors are linear, and their resistances do not depend on frequency over the thermal band.
- Each resistor is in internal equilibrium, and the noise of one is independent of the noise of the other.
- The capacitor is lossless. The loop has no inductance, no stray capacitance and no other heat path.
- The loop is short compared with the thermal wavelength, so that one current $I$ flows everywhere in it.

SI units are used. Phasors vary as $e^{i\omega t}$, so the capacitor has the impedance $1/(i\omega C)$. Spectra are one-sided densities in the frequency $f=\omega/2\pi$, which means that a mean square is the integral of its spectrum over positive $f$. Products of quantum variables are symmetrized, so that their mean values are real. The Bose occupation is $n_i(\omega)=1/(e^{\hbar\omega/kT_i}-1)$.

### The noise of a resistor

A long lossless transmission line of characteristic impedance $R$ behaves at its terminal as a resistor $R$, because a wave sent into it does not return. Let $V_{\rm in}$ be the voltage of the wave that travels towards the terminal and $V_{\rm out}$ that of the wave that travels away from it. With $I$ counted as flowing out of the terminal,

$$V=V_{\rm in}+V_{\rm out},\qquad I=\frac{V_{\rm in}-V_{\rm out}}{R}.$$

The second equation gives $V_{\rm out}=V_{\rm in}-RI$, and the first then becomes

$$V=2V_{\rm in}-RI .$$

This is a noiseless resistor in series with a source $\xi=2V_{\rm in}$.

The strength of the source follows from counting modes. On a line of length $\ell$ and wave speed $v$, the modes that travel towards the terminal are spaced by $v/\ell$ in frequency. Each has the mean energy $\hbar\omega(n+\tfrac12)$ and delivers it at the rate $v/\ell$. The arriving power per unit frequency is therefore $\hbar\omega(n+\tfrac12)$. A travelling wave carries the power $V_{\rm in}^2/R$, so the spectrum of $V_{\rm in}$ is $R\hbar\omega(n+\tfrac12)$. The factor two in $\xi=2V_{\rm in}$ becomes four in the spectrum:

$$S_i=4R_i\hbar\omega\left(n_i+\tfrac12\right).$$

For $\hbar\omega\ll kT$ this is the classical value $4R_ikT_i$. The result holds for any linear resistor in equilibrium, not for a line alone. If a resistor and a line of equal $R$ and equal temperature had different spectra at some frequency, the balance derived next would give a net heat flow between them. A lossless filter that passes this frequency would then move heat between bodies of equal temperature.

### Power absorbed by the cold resistor

The voltage drops around the loop, taken along the current, add to zero:

$$(R_1I-\xi_1)+(R_2I-\xi_2)+\frac{I}{i\omega C}=0 .$$

Hence

$$I=\frac{\xi_1+\xi_2}{Z},\qquad Z=R_1+R_2+\frac{1}{i\omega C}.$$

The drop across the whole of resistor 2, including its source, is $v_2=R_2I-\xi_2$. The power that it absorbs is $\langle Iv_2\rangle$. Its spectral density $p_2$ has two parts. The first is the Joule term. Because the sources are independent, their spectra add:

$$R_2S_I=\frac{R_2(S_1+S_2)}{|Z|^2}.$$

The second is the power that the source $\xi_2$ delivers to the circuit. Of the current, the part $\xi_2/Z$ is correlated with $\xi_2$, so this power is

$$S_2\,\mathrm{Re}\frac1Z=\frac{S_2(R_1+R_2)}{|Z|^2}.$$

The absorbed power is the first part minus the second:

$$p_2=\frac{R_2S_1+R_2S_2-R_1S_2-R_2S_2}{|Z|^2}=\frac{R_2S_1-R_1S_2}{|Z|^2}.$$

With the spectra inserted, the zero-point halves cancel:

$$p_2=\frac{4R_1R_2\,\hbar\omega\,(n_1-n_2)}{|Z|^2}.$$

The order of operations matters in a calculation. The zero-point part of the Joule term alone grows as $\omega$ at high frequency, and for ideal resistors its integral diverges. The subtraction has to be made at each frequency, before integration. Exchanging the labels 1 and 2 gives the power absorbed by resistor 1, which is the opposite of $p_2$. The capacitor takes up no mean power, as it should.

With $df=d\omega/2\pi$ the net heat flow from 1 to 2 is

$$P=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T(\omega)\,[n_1-n_2],\qquad
\mathcal T=\frac{4R_1R_2}{(R_1+R_2)^2+1/(\omega C)^2}.$$

Since $(R_1+R_2)^2-4R_1R_2=(R_1-R_2)^2\ge0$, the transmission factor $\mathcal T$ lies between zero and one.

### The quartic law

Define

$$\tau=(R_1+R_2)C,\qquad M=\frac{4R_1R_2}{(R_1+R_2)^2}.$$

Multiplying the numerator and the denominator of $\mathcal T$ by $\omega^2C^2$ gives

$$\mathcal T=\frac{4R_1R_2C^2\omega^2}{1+\omega^2\tau^2}=M\,\frac{\omega^2\tau^2}{1+\omega^2\tau^2}.$$

For $\omega\tau\ll1$ this becomes $4R_1R_2C^2\omega^2$, and the sum $R_1+R_2$ has dropped out. The reason is that the capacitor now has by far the largest impedance in the loop. The source $\xi_1$ drives the current $i\omega C\xi_1$, whatever the resistances are. The noise power of the source is proportional to $R_1$, the heating by a given current is proportional to $R_2$, and the squared current brings $\omega^2C^2$.

The temperature integrals needed here and below follow from $1/(e^x-1)=\sum_{j\ge1}e^{-jx}$:

$$\int_0^\infty\frac{x^{s}\,dx}{e^x-1}=s!\sum_{j=1}^\infty\frac1{j^{s+1}}=s!\,\zeta(s+1).$$

The logarithm of the product $\sin(\pi x)/(\pi x)=\prod_j(1-x^2/j^2)$ is $-\sum_k\zeta(2k)x^{2k}/k$. The Taylor series of the left side is $-\pi^2x^2/6-\pi^4x^4/180-\pi^6x^6/2835-\dots$. Comparison gives $\zeta(2)=\pi^2/6$, $\zeta(4)=\pi^4/90$ and $\zeta(6)=\pi^6/945$. For $s=1,3,5$ the integrals are therefore

$$\frac{\pi^2}{6},\qquad\frac{\pi^4}{15},\qquad\frac{8\pi^6}{63}.$$

With the low-frequency form of $\mathcal T$, and with $\omega=kT_ix/\hbar$ in each term,

$$P_4=\frac{\hbar}{2\pi}\,4R_1R_2C^2\int_0^\infty\omega^3(n_1-n_2)\,d\omega
=\frac{2\hbar R_1R_2C^2}{\pi}\,\frac{k^4}{\hbar^4}\,\frac{\pi^4}{15}\,(T_1^4-T_2^4),$$

which is

$$\boxed{P_4=\frac{2\pi^3k^4}{15\hbar^3}\,R_1R_2C^2\,(T_1^4-T_2^4)}$$

For a small temperature difference, the thermal conductance is the derivative with respect to $T_1$, namely $8\pi^3k^4R_1R_2C^2T^3/(15\hbar^3)$.

The scaling was tested on the full integral at $\theta=0.001$ with $T_2=0$. Doubling $C$ alone multiplied $P$ by 3.9998, doubling $R_1$ alone by 2.0000, and doubling the temperature alone by 15.999.

### How low the temperature must be

For $y\ge0$,

$$1-y\le\frac1{1+y}\le1,$$

because $1/(1+y)-(1-y)=y^2/(1+y)\ge0$. Put $y=\omega^2\tau^2$. Since $n_1\ge n_2$ at every frequency, the inequalities survive multiplication by $\omega^3(n_1-n_2)$ and integration. The upper one gives $P\le P_4$. In the lower one, the subtracted term equals $P_4$ times the factor

$$\tau^2\,\frac{\int\omega^5(n_1-n_2)\,d\omega}{\int\omega^3(n_1-n_2)\,d\omega}
=\tau^2\frac{k^2}{\hbar^2}\,\frac{8\pi^6/63}{\pi^4/15}\,\frac{T_1^6-T_2^6}{T_1^4-T_2^4}.$$

The numerical fraction is $120\pi^2/63=40\pi^2/21\approx18.8$. With $t=T_2/T_1$ the result is

$$1-\frac{40\pi^2}{21}\,\theta^2\,g(t)\;\le\;\frac{P}{P_4}\;\le\;1,\qquad
g(t)=\frac{1-t^6}{1-t^4}=\frac{1+t^2+t^4}{1+t^2}.$$

The factor $g$ rises from 1 for a very cold partner to $3/2$ for nearly equal temperatures. The large coefficient has a plain origin. The weight $\omega^3n_1$ puts the heat at frequencies well above $kT_1/\hbar$, with a root mean square of $\sqrt{18.8}\approx4.3$ times $kT_1/\hbar$. It is this frequency, not $kT_1/\hbar$, that must lie far below $1/\tau$. For $T_2=0$, the full result lies below the quartic law by 1% of $P_4$ at $\theta=0.0233$ and by 10% of $P_4$ at $\theta=0.081$.

### A test without the noise formula

The heat flow can also be found from the motion of a closed system. Each resistor was replaced by a ladder of 400 inductor–capacitor cells, with cell inductance $R$ and cell capacitance $1/R$, in units where $\hbar$, $k$ and the cell time are one. The resistances were 1 and 2 and the temperatures 0.02 and 0.01. The ladders started in their separate quantum thermal states and were then joined through $C$. Exact normal-mode evolution gave the energy of the cold ladder, less that of a run started from zero temperature. Its mean growth rate between times 300 and 700 is the heat flow. Reflections from the far ends return to the junction at time 800.

For $C=0.2$, where $\theta=0.012$, the flow was 1.0020 times the full integral and 0.9991 times $P_4$. For $C=5$, where $\theta=0.30$, it was 1.0005 times the full integral but 0.479 times $P_4$. The full formula holds in both cases, and the quartic law fails where it should.

The excess of 0.2% in the first case comes from the finite cells. A ladder that ends in half a cell capacitance has the impedance $R/\sqrt{1-\omega^2/4}$ in these units. In the capacitive regime this multiplies $\mathcal T$ by about $1+\omega^2/4$. The mean of $\omega^2$ found above is $18.8\times0.02^2\times g$ with $g=1.05$, and a quarter of it is 0.0020.

### When the lowest temperatures are not quartic

The quartic law rests on a series element that blocks direct current. Suppose that the capacitor has a parallel leakage resistance $R_p\gg R_1+R_2$. Its admittance is $1/R_p+i\omega C$, and at low frequency

$$\mathcal T\approx4R_1R_2\left(\frac1{R_p^2}+\omega^2C^2\right).$$

The first term does not depend on frequency. With the integral $\pi^2/6$ it contributes

$$\frac{4R_1R_2}{R_p^2}\,\frac{\pi k^2}{12\hbar}\,(T_1^2-T_2^2).$$

As the temperature falls, this term in the end exceeds $P_4$. For $T_2=0$ the ratio of the leakage term to $P_4$ is $5\hbar^2/[2\pi^2(kT_1R_pC)^2]$, so the two are equal at $kT_1\approx0.50\,\hbar/(R_pC)$. This compares only the direct exchange between the two resistors. The leakage resistance is itself a noise source, and it exchanges heat with resistor 1 through the larger transmission factor $4R_1/R_p$. If resistor 2 and the leakage resistance are both at zero temperature, this heat equals $P_4$ at $kT_1\approx0.50\,\hbar/(C\sqrt{R_2R_p})$, which is higher than the first limit by the factor $\sqrt{R_p/R_2}$. The limit depends on the temperature of the leakage resistance, which exchanges heat with resistor 2 through the factor $4R_2/R_p$. If it is not cooled in some other way, it settles at a temperature $T_p$ with $R_1(T_1^2-T_p^2)=R_2T_p^2$ for $T_2=0$. It then passes on to resistor 2 all the heat that it takes up, which is the fraction $R_2/(R_1+R_2)$ of the heat just found, and $R_1+R_2$ replaces $R_2$ in the limit. If it is held at $T_1$, it heats resistor 2 directly, and for the heat into resistor 2, $R_1$ replaces $R_2$ in the limit. For the total heat flow, the quartic law therefore needs temperatures well above the limit that applies and below the upper limit set by $\tau$. If $R_p$ is not large enough, no such window exists.

## 2. All temperatures, a worked circuit and its neglected effects

Section 1 treated $R_1$ at $T_1$ and $R_2$ at $T_2<T_1$ in a loop with series capacitance $C$. The symbols are $\tau=(R_1+R_2)C$, $\theta=kT_1\tau/\hbar$, $t=T_2/T_1$ and $M=4R_1R_2/(R_1+R_2)^2$. The net heat flow is

$$P=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,M\frac{\omega^2\tau^2}{1+\omega^2\tau^2}\,(n_1-n_2),$$

with Bose occupations $n_i$. For small $\theta$ it approaches $P_4=(2\pi^3k^4/15\hbar^3)R_1R_2C^2(T_1^4-T_2^4)$, which is also an upper bound.

This part has derived the heat flow as an integral over frequency and has shown that it approaches the quartic law at low temperature, with bounds on the error. What remains is a closed form for all temperatures, a worked circuit and an estimate of the effects that the model leaves out.
